# Static-field ionization rate of hydrogen 1s by parabolic matching

## Situation and result

A hydrogen atom in a uniform static electric field has no true bound ground state. On one side of the atom the field lowers the electron's potential energy without limit, so an electron that starts in 1s can tunnel through a barrier and leave. In a weak field the decay is slow. The level then has a well-defined position and a small width, and the problem is to find that width.

Atomic units are used: $\hbar=m_e=e=4\pi\epsilon_0=1$. The nucleus is fixed, the electron is nonrelativistic, and the Hamiltonian is

$$H=-\frac12\nabla^2-\frac1r+Fz,\qquad F>0 .$$

The electron escapes towards $z\to-\infty$. The decaying state has complex energy $E=E_r-i\Gamma/2$, so its probability near the atom falls as $e^{-\Gamma t}$. As $F\to0$,

$$\boxed{\Gamma=\frac4F\,e^{-2/(3F)}\,[1+o(1)]}.$$

This is the leading term for weak fields. Its error at finite $F$ is given below.

## Separation in parabolic coordinates

Define

$$\xi=r+z,\qquad \eta=r-z,\qquad r=\frac{\xi+\eta}2,\qquad z=\frac{\xi-\eta}2 .$$

Both coordinates run from 0 to $\infty$, and the distance from the $z$ axis is $\rho=\sqrt{\xi\eta}$. Escape means $\eta\to\infty$.

The gradients are $\nabla\xi=\hat r+\hat z$ and $\nabla\eta=\hat r-\hat z$. Hence

$$|\nabla\xi|^2=\frac{2\xi}r,\qquad |\nabla\eta|^2=\frac{2\eta}r,\qquad \nabla\xi\cdot\nabla\eta=0,$$

and $\nabla^2\xi=\nabla^2\eta=\nabla^2r=2/r$. For a function without dependence on the azimuth $\phi$, the chain rule gives

$$\nabla^2\psi=\frac2r\left[\xi\psi_{\xi\xi}+\psi_\xi+\eta\psi_{\eta\eta}+\psi_\eta\right]
=\frac4{\xi+\eta}\left[\partial_\xi(\xi\psi_\xi)+\partial_\eta(\eta\psi_\eta)\right].$$

Multiply $(H-E)\psi=0$ by $-(\xi+\eta)/2$. The Coulomb term becomes $+1$, and the field term becomes $-F(\xi^2-\eta^2)/4$:

$$\partial_\xi(\xi\psi_\xi)+\partial_\eta(\eta\psi_\eta)+\left[1+\frac E2(\xi+\eta)-\frac F4(\xi^2-\eta^2)\right]\psi=0 .$$

Insert $\psi=f(\xi)g(\eta)$ and divide by $fg$. The $\xi$ part and the $\eta$ part must each be constant, so

$$(\xi f')'+\left(\frac{E\xi}2-\frac{F\xi^2}4+\beta_1\right)f=0,$$

$$(\eta g')'+\left(\frac{E\eta}2+\frac{F\eta^2}4+\beta_2\right)g=0,\qquad \beta_1+\beta_2=1 .$$

The field confines the motion in $\xi$ and opens the motion in $\eta$. At $F=0$ the normalized ground state is

$$\psi_0=\frac{e^{-r}}{\sqrt\pi}=\frac{e^{-(\xi+\eta)/2}}{\sqrt\pi},\qquad E=-\frac12 .$$

For $f=e^{-\xi/2}$, $(\xi f')'=(\xi/4-1/2)f$, which requires $\beta_1=1/2$. The same holds for $\beta_2$.

To remove the first derivative, write $g=\chi/\sqrt\eta$. Then $\eta g'=\sqrt\eta\,\chi'-\chi/(2\sqrt\eta)$, and differentiating once more gives

$$(\eta g')'=\sqrt\eta\left(\chi''+\frac{\chi}{4\eta^2}\right),$$

because the two terms in $\chi'$ cancel. With the zero-field values of $E$ and $\beta_2$,

$$\chi''+p^2\chi=0,\qquad p^2=-\frac14+\frac1{2\eta}+\frac1{4\eta^2}+\frac{F\eta}4 .$$

From here on $\chi$ denotes $\sqrt\eta\,\psi$, including the factor $f(\xi)$ and the normalization. Under the barrier $p^2<0$, and we set $q=\sqrt{-p^2}$. The barrier ends at a turning point $\eta_1\approx1/F$.

## Where the bound-state tail may be used

The tail $\chi=\sqrt{\eta/\pi}\,e^{-(\xi+\eta)/2}$ supplies the amplitude at a matching point $\eta_0$. It must lie far enough out for WKB to apply, so $\eta_0\gg1$. It must also lie where the field has not yet distorted the tail.

To find the distortion, write $g=e^{-\eta/2}(1+Fu)$ and $\beta_2=1/2+Fb$. The energy has no term linear in $F$, since $\langle z\rangle=0$ in 1s. At first order the $\eta$ equation becomes

$$\eta u''+(1-\eta)u'+\frac{\eta^2}4+b=0 .$$

Try $u=a\eta^2+c\eta$. The derivative terms give $-2a\eta^2+(4a-c)\eta+c$, so $a=1/8$, $c=1/2$ and $b=-1/2$:

$$g\propto e^{-\eta/2}\left[1+F\left(\frac{\eta^2}8+\frac\eta2\right)\right],\qquad \beta_2=\frac12-\frac F2 .$$

The $\xi$ equation follows by $F\to-F$, so $\beta_1=1/2+F/2$ and the sum stays 1. The first-order change of $\psi$ is odd under $\xi\leftrightarrow\eta$, so it leaves the normalization unchanged at order $F$.

For $\eta\gg1$ the distortion is small if $F\eta^2\ll1$. The undistorted tail may therefore be matched in the window

$$1\ll\eta_0\ll F^{-1/2}.$$

The condition $\eta_0\ll1/F$, which says that $\eta_0$ is far from the outer turning point, is weaker and does not suffice.

## WKB through the barrier

At fixed $\xi$, the solution that decreases outward from $\eta_0$ is

$$\chi(\eta)=\chi(\eta_0)\sqrt{\frac{q(\eta_0)}{q(\eta)}}\exp\left(-\int_{\eta_0}^{\eta}q\,d\eta'\right).$$

Let $S=\int_{\eta_0}^{\eta_1}q\,d\eta$ and $A=\chi(\eta_0)\sqrt{q(\eta_0)}$. The same function, referred to the turning point, is

$$\chi=\frac{Ae^{-S}}{\sqrt q}\exp\left(\int_\eta^{\eta_1}q\,d\eta'\right).$$

Near $\eta_1$, $p^2\approx a(\eta-\eta_1)$ with $a\approx F/4$. In the variable $x=-a^{1/3}(\eta-\eta_1)$ the equation is Airy's equation, $\chi_{xx}=x\chi$. The Airy length $a^{-1/3}$ is of order $F^{-1/3}$, much shorter than the barrier, so there is room for the connection.

Let $\zeta=\tfrac23|x|^{3/2}$, which equals the magnitude of the WKB integral measured from $\eta_1$. Outside the barrier, for large $|x|$,

$$\mathrm{Bi}+i\,\mathrm{Ai}\approx\frac{\cos(\zeta+\pi/4)+i\sin(\zeta+\pi/4)}{\sqrt\pi\,|x|^{1/4}}=\frac{e^{i(\zeta+\pi/4)}}{\sqrt\pi\,|x|^{1/4}} .$$

This is a purely outgoing wave, since $\zeta$ increases with $\eta$. Inside the barrier the same combination is dominated by $\mathrm{Bi}\approx e^{\zeta}/(\sqrt\pi\,x^{1/4})$. The coefficients agree, so the connection introduces no factor of 2 or $1/2$:

$$\chi=\frac{Ae^{-S}}{\sqrt p}\exp\left(i\int_{\eta_1}^{\eta}p\,d\eta'+\frac{i\pi}4\right)\qquad(\eta>\eta_1).$$

Inserting the tail into $A^2$ gives

$$|\chi|^2p=\frac{\eta_0}{\pi}\,e^{-\xi-\eta_0}\,q(\eta_0)\,e^{-2S}.$$

## The action and its Coulomb logarithm

Set $s=\sqrt{1-F\eta}$. To first order in the term $\beta_2/\eta=1/(2\eta)$, and with $1/(4\eta^2)$ dropped,

$$q\approx\frac12\sqrt{s^2-\frac2\eta}\approx\frac s2-\frac1{2\eta s}.$$

The expansion fails pointwise where $s\to0$, but the integral is safe at first order. The integrand $q$ vanishes at its upper limit, so a small shift of $\eta_1$ adds no first-order endpoint term. Near that end $2/\eta\approx2F$. Replacing $s^2$ by $s^2-2F$ in an action proportional to $s^3/F$ leaves a second-order remainder of order $F$ from that end. At the other end the second-order term and the dropped $1/(4\eta^2)$ each add about $-1/(2\eta_0)$ to $2S$. At this order their effect on the rate is cancelled by the correction in $q(\eta_0)\approx\tfrac12(1-1/\eta_0)$, as the matching error below shows.

With the approximate upper limit $1/F$, substitute $\eta=(1-s^2)/F$, $d\eta=-2s\,ds/F$, and write $s_0=\sqrt{1-F\eta_0}$. The two parts of $2S$ are

$$\int_{\eta_0}^{1/F}s\,d\eta=\frac2F\int_0^{s_0}s^2ds=\frac{2s_0^3}{3F},$$

$$-\int_{\eta_0}^{1/F}\frac{d\eta}{\eta s}=-\int_0^{s_0}\frac{2\,ds}{1-s^2}=-\ln\frac{1+s_0}{1-s_0}.$$

For $F\eta_0\ll1$,

$$\frac{2s_0^3}{3F}=\frac2{3F}-\eta_0+\frac{F\eta_0^2}4+\dots,\qquad \frac{1+s_0}{1-s_0}\approx\frac4{F\eta_0}.$$

The term $F\eta_0^2/4$ is small under the window condition already found. Therefore

$$e^{-2S}\approx\frac4{F\eta_0}\,e^{\eta_0}e^{-2/(3F)} .$$

The term $\beta_2/\eta$ lowers the barrier and multiplies the transmission by the large factor $[4/(F\eta_0)]^{2\beta_2}=4/(F\eta_0)$. This term is not the Coulomb attraction alone. For nuclear charge $Z$ at the same energy, $\beta_1+\beta_2=Z$ with $\beta_1=1/2$, so $\beta_2=Z-1/2$. The attraction contributes $[4/(F\eta_0)]^{2Z}$, which is the square of the factor for hydrogen, and the confinement in $\xi$ takes back one power. The term cannot be dropped, although in a sufficiently weak field it is small over most of the barrier. With $q(\eta_0)\approx1/2$,

$$|\chi|^2p=\frac{\eta_0}{2\pi}e^{-\xi-\eta_0}\frac4{F\eta_0}e^{\eta_0}e^{-2/(3F)}=\frac2{\pi F}\,e^{-\xi}e^{-2/(3F)} .$$

The arbitrary matching point has cancelled.

## From amplitude to rate

The decay rate is the outward probability flux divided by the probability inside, which is 1 at leading order. Take the flux through a paraboloid of constant $\eta>\eta_1$. Its unit normal is $\nabla\eta/|\nabla\eta|$, so the normal current is $|\nabla\eta|\,\mathrm{Im}(\psi^*\partial_\eta\psi)$. The surface element is $(d\xi/|\nabla\xi|)\sqrt{\xi\eta}\,d\phi$. The geometric factors combine to

$$\frac{|\nabla\eta|}{|\nabla\xi|}\sqrt{\xi\eta}=\sqrt{\frac\eta\xi}\sqrt{\xi\eta}=\eta .$$

Since $\eta\,\mathrm{Im}(\psi^*\partial_\eta\psi)=\mathrm{Im}(\chi^*\partial_\eta\chi)$, and this equals $p|\chi|^2$ for the outgoing WKB wave,

$$\Gamma=2\pi\int_0^\infty p|\chi|^2d\xi=2\pi\,\frac2{\pi F}e^{-2/(3F)}\int_0^\infty e^{-\xi}d\xi=\frac4F\,e^{-2/(3F)} .$$

The factor $e^{-\xi}$ describes the emerging beam. Because $\rho^2=\xi\eta$, its transverse radius grows as $\sqrt\eta$.

## Corrections and limits

**Stark shift.** In Cartesian variables the first-order distortion found above is $\psi_1=-z(1+r/2)\psi_0$ per unit $F$. The second-order energy is therefore

$$E_2=\langle\psi_0|z|\psi_1\rangle=-\frac13\left(\langle r^2\rangle+\frac12\langle r^3\rangle\right)=-\frac13\left(3+\frac{15}4\right)=-\frac94 .$$

With $E=-\kappa^2/2$, the main exponent is $2\kappa^3/(3F)$. Here $\kappa^2=1+9F^2/2$, so $\kappa^3\approx1+27F^2/4$, and the exponent grows by $9F/2$. This vanishes as $F\to0$.

**Separation constant.** The logarithmic part of $2S$ is proportional to $\beta_2$. The shift $-F/2$ changes it by $F\ln[4/(F\eta_0)]$, which also vanishes.

**Matching error.** Let $R$ be the matched rate, with the full $q$, divided by the leading formula. From $R\propto\eta_0\,q(\eta_0)\,e^{-\eta_0-2S}$,

$$\frac{d\ln R}{d\eta_0}=\frac1{\eta_0}+\frac{q'}q-1+2q .$$

At $F=0$, $2q=1-\eta_0^{-1}-\eta_0^{-2}-\eta_0^{-3}-\dots$ and $q'/q=\eta_0^{-2}+3\eta_0^{-3}+\dots$. The sum is $2\eta_0^{-3}$. The leading field term in $2q$ adds $-F\eta_0/2$. Integration gives

$$\ln R\approx-\frac1{\eta_0^2}-\frac{F\eta_0^2}4 ,$$

where the constant of integration vanishes as $F\to0$ because $R\to1$ in the ideal window. Only the leading terms are kept: at $\eta_0=5$ the formula gives $R=0.961$, and higher powers of $1/\eta_0$ account for the lower value in the table below. The two errors are equal at $\eta_0=(4/F)^{1/4}$.

This can be seen at $F=10^{-6}$, where $F^{-1/2}=1000$ bohr. Finding $\eta_1$ numerically and integrating the full $q$ by high-precision quadrature gives:

| $\eta_0$ (bohr) | $F\eta_0^2$ | $R$ |
|---:|---:|---:|
| 5 | 0.000025 | 0.9376 |
| 30 | 0.0009 | 0.9986 |
| 300 | 0.09 | 0.9775 |
| 2000 | 4 | 0.3670 |

The last point is still far inside the barrier, since $F\eta_0=0.002$, yet the undistorted tail loses a factor close to $e^{-1}$. At 300 bohr, using the first-order distorted tail instead raises $R$ to 0.9999.

**Strong field.** The derivation needs an opaque barrier. With zero-field constants and without $1/(4\eta^2)$, the maximum of $q^2$ lies at $\eta=\sqrt{2/F}$ and equals $1/4-\sqrt{F/2}$. It reaches zero at $F=1/8$. This is only an estimate of the scale. Keeping $1/(4\eta^2)$ with zero-field constants moves it to $F\approx0.11$. Using also the field-shifted values of $\mathrm{Re}\,E$ and $\beta_2$ leaves the barrier open at $F=1/8$ and closes it between $F=0.15$ and $0.2$. The tunnelling formula loses its basis as fields of this size are approached.

## Numerical resonance rate

A reference rate for the same Hamiltonian can be computed without WKB. Write the regular solution of the $\xi$ equation as $\sum_k a_k\xi^k$, with $a_0=1$. Since $(\xi f')'=\sum_k k^2a_k\xi^{k-1}$,

$$k^2a_k=-\beta_1a_{k-1}-\frac E2a_{k-2}+\frac F4a_{k-3},$$

where coefficients with negative index are zero. The series for $g$ follows from $\beta_1\to1-\beta_1$ and $F\to-F$.

The function $f$ must decay on the real axis. The outgoing $g$ behaves at large $\eta$ as $\exp(i\sqrt F\,\eta^{3/2}/3)$, apart from slower factors. On the ray $\eta=te^{i\pi/3}$ we have $\eta^{3/2}=it^{3/2}$, so the outgoing wave decays and the incoming wave grows. The two conditions

$$f(3/F)=0,\qquad g\!\left(3e^{i\pi/3}/F\right)=0$$

determine complex $E$ and $\beta_1$ by Newton iteration. Suitable starting values are $E=-1/2-9F^2/4$ and $\beta_1=1/2+F/2$. The width is $\Gamma=-2\,\mathrm{Im}\,E$.

Ordinary double precision is inadequate for this complex root search in weak fields: the width is tiny beside $|E|$, and large series terms cancel. The values below used about $1.2/F+40$ decimal digits and $10.5/F+100$ series terms.

## Worked example and range of use

Take $F=0.03$ a.u., or $1.54\times10^{10}$ V/m. The exponent is $2/(3\times0.03)=22.222$, and the prefactor is $4/0.03=133.33$. Hence

$$\Gamma=133.33\times2.234\times10^{-10}=2.98\times10^{-8}\ \text{a.u.}=1.23\times10^9\ \text{s}^{-1}.$$

The corresponding lifetime $1/\Gamma$ is 0.81 ns. The numerical resonance rate is $2.24\times10^{-8}$ a.u., or $9.25\times10^8$ s$^{-1}$, with a lifetime of 1.08 ns. The leading formula is thus 33% above the resonance rate. The matching window is poorly developed here: its upper scale $F^{-1/2}$ is only 5.8 bohr.

Rates at other fields, in atomic units, are:

| $F$ | Leading $\Gamma$ | Resonance $\Gamma$ | Resonance/leading |
|---:|---:|---:|---:|
| 0.005 | $9.93\times10^{-56}$ | $9.50\times10^{-56}$ | 0.956 |
| 0.01 | $4.46\times10^{-27}$ | $4.07\times10^{-27}$ | 0.913 |
| 0.02 | $6.68\times10^{-13}$ | $5.55\times10^{-13}$ | 0.831 |
| 0.03 | $2.98\times10^{-8}$ | $2.24\times10^{-8}$ | 0.751 |
| 0.05 | $1.30\times10^{-4}$ | $7.72\times10^{-5}$ | 0.596 |
| 0.1 | $5.09\times10^{-2}$ | $1.45\times10^{-2}$ | 0.286 |

A quadratic through the first three ratios extrapolates to 0.9998 at $F=0$, with slope about $-8.9$ per atomic unit of field. In this range the relative correction is therefore roughly $-8.9F$. At $F=0.1$ the leading formula is too large by a factor of 3.5.

For implementation, evaluate

$$\ln\Gamma=\ln4-\ln F-\frac2{3F}$$

when very weak fields are needed, since $\Gamma$ itself can underflow. The rate is also sensitive to the field:

$$\frac{d\ln\Gamma}{d\ln F}=\frac2{3F}-1 .$$

At $F=0.03$ this is 21.2, so a 1% change in the field changes $\ln\Gamma$ by about 0.21. The leading rate rises by about 23% if the field is 1% larger and falls by about 19% if it is 1% smaller.
